# Maximum power of an ideal-diode solar cell and Green's fill-factor formula

## Question

I am trying to find the maximum power point of a solar cell described by the ideal-diode equation

$$J(V)=J_L-J_0\left[\exp\!\left(\frac{qV}{nkT}\right)-1\right].$$

I wrote $P=VJ$, set $dP/dV=0$, and got an equation with $V$ both inside and outside an exponential. I cannot isolate $V$. Someone told me to "use Lambert W", but I don't see how my equation takes the required form, or how I would get a number out of it.

I also found Green's formula for the fill factor,

$$FF\approx\frac{v-\ln(v+0.72)}{v+1},\qquad v=\frac{qV_{oc}}{nkT},$$

with the remark that it is meant for $v>10$. Is it an exact consequence of the diode equation? If not, how large is its error, and what is the 0.72 doing there? My practice numbers are $T=300$ K, $n=1$, $J_L=40$ mA/cm² and $J_0=10^{-10}$ mA/cm².

## Answer

Your equation can be solved in closed form with the Lambert function. Green's formula is an approximation to that solution, so the two can be compared directly.

### What the diode equation assumes

With your sign convention, $J>0$ means that the illuminated cell delivers power at positive $V$. I take $J_L$ and $J_0$ to be positive and independent of voltage, and I neglect series and shunt resistance.

For $n=1$ the equation has a simple detailed-balance reading. Suppose that each absorbed photon supplies one collected electron, that all recombination is radiative, and that the electron and hole quasi-Fermi levels are separated by $qV$ throughout the cell. The emission at photon energy $E$ is then proportional to

$$\frac{1}{e^{(E-qV)/kT}-1}\approx e^{-E/kT}e^{qV/kT},$$

where the approximation needs $E-qV\gg kT$. The emitted photon flux is therefore $\Phi_0e^{qV/kT}$. In the dark at $V=0$ the cell is in equilibrium, so it must absorb the flux $\Phi_0$ from its surroundings. If sunlight adds an absorbed flux $\Phi_s$, then

$$J=q\left(\Phi_s+\Phi_0-\Phi_0e^{qV/kT}\right),$$

which is your equation with $J_L=q\Phi_s$ and $J_0=q\Phi_0$. This is the radiative limit. For a step absorber with a silicon-like gap of 1.12 eV, emitting from one face at 300 K, it gives $J_0\approx8\times10^{-14}$ mA/cm², about a thousand times below your value. In a cell with that gap, your $J_0$ would therefore come mainly from nonradiative recombination. The rest of the calculation does not depend on the origin of $J_0$, and it holds for any constant $n>0$.

### Dimensionless variables

Define

$$V_t=\frac{nkT}{q},\qquad u=\frac{V}{V_t},\qquad v=\frac{V_{oc}}{V_t}.$$

At open circuit $J=0$, so

$$0=J_L-J_0(e^v-1)\quad\Longrightarrow\quad e^v=1+\frac{J_L}{J_0}.$$

Hence $J_L+J_0=J_0e^v$, and the current density becomes

$$J=J_L+J_0-J_0e^u=J_0(e^v-e^u).$$

At short circuit $u=0$, which gives $J_{sc}=J_0(e^v-1)=J_L$.

The power density is

$$P=VJ=J_0V_t\,u(e^v-e^u).$$

The product rule gives

$$\frac{dP}{du}=J_0V_t\left[(e^v-e^u)-ue^u\right]
=J_0V_t\left[e^v-(1+u)e^u\right].$$

The stationary point $u_m$ therefore satisfies

$$(1+u_m)e^{u_m}=e^v. \tag{1}$$

To see that this is the maximum, differentiate again:

$$\frac{d^2P}{du^2}=-J_0V_t(2+u)e^u<0\qquad(u\ge0).$$

The slope thus decreases steadily. It is positive at $u=0$, where the bracket equals $e^v-1$, and negative at $u=v$, where the bracket equals $-ve^v$. It vanishes once in between, and that point is a maximum. For $u<0$ or $u>v$, voltage and current have opposite signs and $P$ is negative, so no larger maximum lies outside this interval.

### Bringing in the Lambert function

For $x>0$, the Lambert function $W(x)$ is the number $y$ that solves

$$ye^y=x.$$

There is one such real number. A negative $y$ would make the left side negative, while for $y\ge0$ the left side rises steadily from zero without limit.

In equation (1) the factor in front is $1+u_m$, but the exponent is $u_m$. They must match, so multiply both sides by $e$:

$$(1+u_m)e^{1+u_m}=e^{1+v}.$$

This is the defining equation with $y=1+u_m$ and $x=e^{1+v}$. Therefore

$$w\equiv W(e^{1+v}),\qquad u_m=w-1,\qquad V_m=V_t(w-1). \tag{2}$$

To get a number, take the logarithm of $we^w=e^{1+v}$:

$$w+\ln w=1+v. \tag{3}$$

This form avoids the huge number $e^{1+v}$. Newton's method applied to $f(w)=w+\ln w-1-v$, with $f'(w)=1+1/w$, gives

$$w_{\rm new}=w-\frac{w+\ln w-1-v}{1+1/w}
=\frac{w(2+v-\ln w)}{w+1}.$$

You can start from $w=1$, where $f=-v<0$. Since $f$ is increasing and concave, its tangent lies above it, so each step moves up towards the root without passing it.

### Current, power and fill factor

Equation (1) reads $we^{u_m}=e^v$, so $e^{u_m}=e^v/w$. Substitution into $J$ gives

$$J_m=J_0\left(e^v-\frac{e^v}{w}\right)
=J_0e^v\,\frac{w-1}{w}
=(J_L+J_0)\left(1-\frac1w\right).$$

Multiplying by $V_m$ gives

$$P_m=J_0V_te^v\,\frac{(w-1)^2}{w}.$$

The fill factor is $P_m/(V_{oc}J_{sc})$. With $V_{oc}=vV_t$ and $J_{sc}=J_0(e^v-1)$, the factors $J_0V_t$ cancel:

$$FF=\frac{e^v(w-1)^2/w}{v(e^v-1)}
=\frac{(w-1)^2}{w\,v\,(1-e^{-v})}. \tag{4}$$

Since $w$ depends on $v$ alone, so does the fill factor in this model.

Equation (3) also gives $w-1=v-\ln w$, hence

$$V_m=V_{oc}-V_t\ln w.$$

So the cell gives up a voltage $V_t\ln w$ relative to open circuit, and a fraction $1/w$ of $J_L+J_0$ in current. Both sacrifices become relatively small when $v$ is large, and $FF$ approaches 1.

In the opposite limit, $v\to0$, the exponentials can be linearized: $J\approx J_0(v-u)$. The power is then proportional to $u(v-u)$, which has its maximum $v^2/4$ at $u=v/2$. Dividing by $v^2$ gives $FF\to1/4$, the value for a straight current–voltage line.

### Your numbers

The thermal voltage at 300 K is $V_t=0.025852$ V. I keep extra digits below because we are comparing two formulas within one model. A real cell would not justify them.

The open-circuit condition gives

$$v=\ln(1+4\times10^{11})=26.71473,$$

$$V_{oc}=0.025852\times26.71473\ \text{V}=0.6906\ \text{V}.$$

Numerical evaluation of the Lambert function gives $w=24.51543$ and $\ln w=3.19930$. Their sum is $27.71473=1+v$, as equation (3) requires. Then

$$V_m=0.025852\times23.51543\ \text{V}=0.6079\ \text{V},$$

$$J_m=40\times\frac{23.51543}{24.51543}\ \text{mA/cm}^2
=38.37\ \text{mA/cm}^2,$$

where $J_0$ is negligible beside $J_L$. Before rounding the factors, their product is

$$P_m=0.60792\times38.368\ \text{mW/cm}^2=23.32\ \text{mW/cm}^2.$$

The fill factor is

$$FF=\frac{23.51543^2}{24.51543\times26.71473}=0.84434,$$

since $e^{-v}$ is negligible here. Green's formula gives

$$FF_G=\frac{26.71473-\ln(27.43473)}{27.71473}=0.84442.$$

It is too high by $8.5\times10^{-5}$, or about 0.01% of the exact fill factor. In power density this is 0.002 mW/cm².

The load that extracts this power follows from the same numbers. Since mA/cm² is in the denominator, a factor 1000 converts the ratio to Ω cm²:

$$\frac{V_m}{J_m}=1000\times\frac{0.60792}{38.368}\ \Omega\,\text{cm}^2
=15.84\ \Omega\,\text{cm}^2.$$

This is also the differential resistance of the cell at that point. The condition $dP/dV=J+V\,dJ/dV=0$ can be rearranged to

$$\frac{V_m}{J_m}=-\left.\frac{dV}{dJ}\right|_m.$$

The minus sign is there because the delivered current falls as the voltage rises.

To see the effect of the ideality factor, take $n=2$ but keep $J_{sc}$ and $V_{oc}$ fixed. This requires a larger saturation current density, $J_0=6.32\times10^{-5}$ mA/cm². Now $V_t$ is doubled and $v$ is halved to 13.36. Equation (4) gives $FF=0.746$, and the maximum power density falls to 20.61 mW/cm², about 12% below the $n=1$ value. The voltage scale over which the current drops is wider, so the knee of the curve is less square.

### How good is Green's formula?

The table compares it with the exact fill factor of the model. The exact column comes from a numerical search for the maximum of $u(e^v-e^u)/[v(e^v-1)]$ over $0<u<v$. The last column is Green minus exact.

| $v$ | Exact | Green | Difference |
|---:|---:|---:|---:|
| 2 | 0.38214 | 0.33312 | $-4.9\times10^{-2}$ |
| 5 | 0.54750 | 0.54267 | $-4.8\times10^{-3}$ |
| 10 | 0.69363 | 0.69344 | $-1.9\times10^{-4}$ |
| 15 | 0.76527 | 0.76532 | $+4.9\times10^{-5}$ |
| 25 | 0.83656 | 0.83664 | $+8.8\times10^{-5}$ |
| 40 | 0.88514 | 0.88520 | $+6.1\times10^{-5}$ |
| 100 | 0.94442 | 0.94443 | $+1.7\times10^{-5}$ |

I also evaluated the difference from equation (4) at 100,001 logarithmically spaced points from $v=10$ to $v=10^4$. The largest absolute error on this grid is $1.9\times10^{-4}$, at $v=10$, which is 0.027% of the exact value. A root search puts the change of sign at $v=12.99$. Above it, the largest error on the grid is $9.0\times10^{-5}$, near $v=22$.

So for $v\ge10$ the fourth decimal of the fill factor can be wrong by about two units. The scan is numerical evidence, not a proof of a bound. Beyond its upper end, the expansion derived below shows the error dying away as $0.28/v^2$.

Nothing abrupt happens at $v=10$, which for $n=1$ and 300 K means $V_{oc}\approx0.26$ V. Below it the error at first grows quickly: it is $-0.9\%$ of the exact value at $v=5$ and $-13\%$ at $v=2$. The difference is most negative, about $-0.09$, near $v=0.8$, and it changes sign once more near $v=0.13$. At $v=0$ Green's formula gives $-\ln0.72\approx0.33$ instead of the correct limit $1/4$.

### What the 0.72 does

To answer this, expand both expressions for large $v$. Write $l=\ln v$ and $c=1-l$. The factor $1/(1-e^{-v})$ differs from 1 by about $e^{-v}$, which is smaller than any inverse power of $v$ in this limit, so I drop it.

**The exact fill factor.** Put $w=v+d$. Equation (3) becomes $d=1-\ln(v+d)$, and expanding the logarithm gives

$$d=c-\frac dv+\frac{d^2}{2v^2}+\cdots .$$

To lowest order $d=c$. Putting this into the $d/v$ term gives $d=c-c/v$ to the next order. One more substitution gives $-d/v=-c/v+c/v^2$ and $d^2/(2v^2)=c^2/(2v^2)$, so

$$d=c-\frac cv+\frac{c+c^2/2}{v^2}+\cdots .$$

We also need

$$\frac1w=\frac1{v+d}=\frac1v-\frac c{v^2}+\cdots .$$

Since $(w-1)^2/w=w-2+1/w$, adding the pieces gives

$$\frac{(w-1)^2}{w}
=v+(c-2)+\frac{1-c}{v}+\frac{c^2}{2v^2}+\cdots .$$

The two terms $c/v^2$ have cancelled. With $c-2=-(1+l)$ and $1-c=l$, division by $v$ yields

$$FF=1-\frac{1+l}{v}+\frac{l}{v^2}+\frac{(1-l)^2}{2v^3}+\cdots . \tag{5}$$

**Green's expression.** Replace 0.72 by a general constant $b$. Use

$$\ln(v+b)=l+\frac bv-\frac{b^2}{2v^2}+\cdots,$$

$$\frac1{v+1}=\frac1v\left(1-\frac1v+\frac1{v^2}-\frac1{v^3}+\cdots\right).$$

Then

$$FF_G=\left(1-\frac lv-\frac b{v^2}+\frac{b^2}{2v^3}+\cdots\right)
\left(1-\frac1v+\frac1{v^2}-\frac1{v^3}+\cdots\right).$$

Collecting equal powers of $1/v$ gives

$$FF_G=1-\frac{1+l}{v}+\frac{1+l-b}{v^2}
+\frac{-1-l+b+b^2/2}{v^3}+\cdots . \tag{6}$$

**The difference.** Subtract (5) from (6). The terms in $1/v$ cancel for every $b$. In the $1/v^2$ term $l$ cancels and $1-b$ remains. In the $1/v^3$ term, use $(1-l)^2/2=\tfrac12-l+\tfrac12l^2$, so that $l$ again cancels but $l^2$ does not:

$$FF_G-FF=\frac{1-b}{v^2}
-\frac{(l^2+3)/2-b-b^2/2}{v^3}+\cdots . \tag{7}$$

If the aim were the best behaviour as $v\to\infty$, we would choose $b=1$. That removes the $1/v^2$ error and leaves $-l^2/(2v^3)$. At moderate $v$, however, this remainder is not small: with $b=1$ the actual error at $v=10$ is $-2.5\times10^{-3}$, about 13 times that of Green's formula.

With $b=0.72$, equation (7) becomes

$$FF_G-FF\approx\frac{0.28}{v^2}-\frac{l^2/2+0.5208}{v^3}.$$

The two terms have opposite signs and similar sizes at moderate $v$. At $v=25$ they are $+4.48\times10^{-4}$ and $-3.65\times10^{-4}$. Their sum is $+0.83\times10^{-4}$, close to the actual difference of $+0.88\times10^{-4}$. The constant 0.72 thus accepts a small error at very large $v$ in return for a near cancellation at moderate $v$. It also explains why the sign changes: the negative term wins at the lower end of the range, and the positive one wins at large $v$. It does not fix the position well, since the two terms cancel near $v=14.9$ while the true crossing is at $v=12.99$.

At $v=10$ the two terms give $-3.7\times10^{-4}$, while the actual difference is $-1.9\times10^{-4}$. The sign is right, but the omitted terms are no longer small beside such a delicate cancellation. For an error estimate there, use equation (4) itself.

### When neither formula applies

Both formulas describe the same ideal curve. If series or shunt resistance matters, if $J_L$ depends on voltage, or if different recombination processes make $n$ change along the curve, then $v$ alone need not fix the fill factor. In those cases, maximize $VJ(V)$ for the actual curve. The resistance condition $V_m/J_m=-dV/dJ$ still holds at a smooth maximum with nonzero current and slope, but equations (2) and (4) need not.
